Logarithmic discharge of a floating gate by Fowler-Nordheim tunnelling

**What units and a shift symmetry fix**

A charged floating gate faces silicon through a tunnel oxide. Let E > 0 be the magnitude of the oxide field, with electrons leaving the gate. Two relations, both derived below, govern the discharge:

J = A E² exp(−B/E),  dE/dt = −J/K.

J is the tunnelling current density, B is a field, and K is a capacitance per length. These constants yield one time,

τ = K/(A B),

so the answer must have the form B/E = F(t/τ, B/E₀), where E₀ is the starting field.

Set y = B/E and s = t/τ. Since dy/dt = −(B/E²) dE/dt, the factor E² cancels:

dy/dt = (B/E²)(A E²/K) exp(−B/E) = exp(−y)/τ,  or  dy/ds = exp(−y).

Adding λ to y divides the rate by exp(λ), and stretching time by exp(λ) does the same. The equation is therefore unchanged by y → y + λ, s → s exp(λ). A long-time solution that has forgotten its start can depend on s alone, and it must respect this symmetry:

F(s exp(λ)) = F(s) + λ.

Putting s = 1 gives F(exp(λ)) = F(1) + λ, that is, F(s) = ln s + F(1). The equation then reads 1/s = exp(−F(1))/s, so F(1) = 0 and

1/E = (1/B) ln(t/τ).

This argument fixes the logarithm and its coefficient. It does not show that a given start approaches this solution, or how soon; the two derivations do.

**The emission law**

Let φ be the barrier height measured from the Fermi level of the emitting gate, m_ox the tunnelling mass in the oxide and q > 0 the elementary charge. An electron whose energy of motion normal to the surface lies w below the Fermi level meets the triangular barrier φ + w − qEx. It leaves the barrier at x₁ = (φ + w)/(qE), provided x₁ is less than the oxide thickness d. The WKB transmission, with its prefactor set to one, is

T = exp[−(2/ħ) ∫₀^x₁ √(2m_ox(φ + w − qEx)) dx].

Since ∫₀^(a/b) √(a − bx) dx = 2a^(3/2)/(3b),

T = exp[−4√(2m_ox)(φ + w)^(3/2)/(3ħqE)].

Expand (φ + w)^(3/2) ≈ φ^(3/2) + (3/2)φ^(1/2) w. Then T ≈ exp(−B/E − cw), with

B = 4√(2m_ox) φ^(3/2)/(3ħq),  c = 2√(2m_ox φ)/(ħqE).

For the supply of electrons, take a free-electron cathode of mass m₀ at zero temperature, with transmission depending on normal energy alone. At depth w the occupied parallel wave vectors fill a disc of area π·2m₀w/ħ². The density of states in wave-vector space is 2/(2π)³, including spin, and the normal velocity times dk_x is dε_x/ħ. Hence

J = q · (2/(8π³ħ)) · (2πm₀/ħ²) ∫ w T dw = (q m₀/(2π²ħ³)) ∫₀^∞ w T dw.

The upper limit may be infinite if the occupied band is much deeper than 1/c, as in a metal, because T then cuts the integral off first. A silicon gate meets this condition only roughly, and only through its accumulation layer. With ∫₀^∞ w exp(−cw) dw = 1/c² and 1/c² = ħ²q²E²/(8m_ox φ),

J = A E² exp(−B/E),  A = q³m₀/(8πh m_ox φ).

The next term in the expansion of the exponent is −cw²/(4φ). Its average uses ⟨w²⟩ = 6/c² and multiplies J by 1 − 3/(2cφ). Because B/E = (2/3)cφ, this factor is 1 − E/B, a correction of a few per cent.

**First derivation: continuous charge**

The control gate is held at V_CG and the silicon at zero. Let C_c and C_t be the capacitances of the floating gate to each, and C_T = C_c + C_t. The work-function difference and the band bending on both sides of the tunnel oxide are lumped into a constant offset V_off. Then

Q = C_c(V_FG − V_CG) + C_t(V_FG − V_off),  E = (V_off − V_FG)/d.

With constant V_CG, V_off and capacitances,

dQ/dt = C_T dV_FG/dt = −C_T d · dE/dt.

Electrons leaving through area S make Q more positive, so dQ/dt = +S J. Therefore

dE/dt = −S J/(C_T d) = −J/K,  K = C_T d/S.

The voltages and the initial charge set E₀, but they do not appear separately in the rate. Now let u = 1/E:

du/dt = −(1/E²) dE/dt = (A/K) exp(−Bu).

Separate the variables and integrate from u₀ = 1/E₀:

∫ exp(Bu) du = (A/K) ∫ dt,
[exp(Bu) − exp(Bu₀)]/B = A t/K,
exp(B/E) = exp(B/E₀) + t/τ.

Factor out exp(B/E₀) and take the logarithm:

1/E(t) = 1/E₀ + (1/B) ln(1 + t/t₀),  t₀ = τ exp(B/E₀).

This is the exact solution of the stated model. Its limits follow directly.

For t ≪ t₀, ln(1 + t/t₀) ≈ t/t₀ and E ≈ E₀ − E₀² t/(B t₀): the current is nearly constant and the field falls linearly.

For t ≫ t₀, write ln(1 + t/t₀) = ln(t/t₀) + ln(1 + t₀/t), and note that ln t₀ = ln τ + B/E₀. The starting field cancels from the leading term:

1/E = (1/B)[ln(t/τ) + t₀/t + …].

The inverse field gains ln 10/B per decade of time. The local slope is

d(1/E)/d ln t = (1/B) t/(t + t₀),

which is half its final value at t = t₀. Thus t₀ marks the change from the linear fall to the logarithm.

For a parallel-plate tunnel capacitor, C_t = εS/d. With the control coupling α = C_c/C_T, C_t = (1 − α)C_T and

K = C_t d/((1 − α)S) = ε/(1 − α).

At fixed α and E₀, neither area nor thickness changes the field history, as long as the barrier stays triangular.

**Second derivation: adding up waiting times**

Now let the charge be discrete. Each departing electron lowers the field by δ = q/(C_T d), so after n departures E_n = E₀ − nδ. Suppose emission is memoryless, with rate r_n = S J(E_n)/q. The waiting time for the next electron is then exponentially distributed with mean 1/r_n. Since q/S = Kδ, the mean time to lose N electrons is

⟨t_N⟩ = Σ q/(S J(E_n)) = Σ δ K/J(E_n),  n = 0, …, N − 1.

This is a step sum for the integral

I = K ∫ dE′/J(E′), from E′ = E_N to E′ = E₀.

Because J rises with field, each term of the sum uses the smallest integrand on its step. Replacing it by the largest gives an upper bound, and the difference telescopes:

0 ≤ I − ⟨t_N⟩ ≤ δK[1/J(E_N) − 1/J(E₀)].

The integral is elementary because d[exp(B/E′)]/dE′ = −(B/E′²) exp(B/E′):

I = (K/A) ∫ exp(B/E′)/E′² dE′ = τ[exp(B/E_N) − exp(B/E₀)].

Setting I = t and E_N = E gives exp(B/E) = exp(B/E₀) + t/τ, the same result as before.

This route also gives the error of treating charge as continuous. At long times I ≈ τ exp(B/E), while the bound is at most δK exp(B/E)/(A E²). Their ratio is

η = Bδ/E²,

the change of the exponent B/E caused by one electron.

The random spread follows as well. Independent waiting times add their variances, 1/r_n² each. Turning that sum into an integral, with dE′ = −du/u²,

Var(t) ≈ (1/δ)(Kδ/A)² ∫ u² exp(2Bu) du ≈ (K²δ/A²) u² exp(2Bu)/(2B),

to leading order in E/B and at long times. Dividing by I² = (K/(AB))² exp(2Bu) gives Var(t)/t² ≈ Bδu²/2 = η/2.

**What each derivation assumes**

Both use the same emission law, constant capacitances, a constant offset, a uniform field and no other leakage path. They differ in how they treat charge and in the question they answer.

The first takes Q as a smooth, deterministic variable and gives the field at a chosen time. It identifies the mean current with the current at the mean field, which is justified when fluctuations of B/E are small. It needs no assumption about emission statistics. It also extends to a moving control voltage: retaining dV_CG/dt in the charge balance gives dE/dt = −J/K − (α/d) dV_CG/dt, and a ramp therefore spoils the simple logarithm.

The second needs discrete, memoryless emission at a rate set by the present charge. It gives the mean time to reach a chosen field. Smooth charge enters at the last step, with a bounded error. The two answers agree when η ≪ 1.

**Where the logarithm ends**

The Fowler-Nordheim equation keeps its logarithm for ever, but an oxide does not. The barrier is triangular while qEd > φ. Below E_x = φ/(qd) the electron reaches the far side of the oxide before the barrier falls to its energy. At the Fermi level the WKB integral then stops at x = d, and the exponent becomes

(B/E)[1 − (1 − qEd/φ)^(3/2)],

which is smaller than B/E. The leakage exceeds the Fowler-Nordheim law, and the field falls faster than the logarithm predicts. For the zero-temperature emission law used here, the logarithmic regime is thus the interval t₀ ≪ t ≪ t_x, where

t_x = τ[exp(B/E_x) − exp(B/E₀)].

If E₀ is already below E_x, there is no such interval.

**An erased memory cell**

Take φ = 3.15 eV, m_ox = 0.42 m₀, relative permittivity 3.9, an 8 nm oxide of area 100 nm × 100 nm, α = 0.6, V_CG = −11 V and V_off = −1 V. The starting field is 10 MV/cm. The constants are

A = 1.165×10⁻⁶ A/V²,  B = 247.5 MV/cm,  K = 8.633×10⁻¹¹ F/m.

Therefore

τ = 8.633×10⁻¹¹/(1.165×10⁻⁶ × 2.475×10¹⁰) = 2.99×10⁻¹⁵ s,
t₀ = τ exp(24.75) = 1.68×10⁻⁴ s.

After 1 s,

1/E = 0.1 + ln(1 + 1/1.678×10⁻⁴)/247.5 = 0.1351 cm/MV,

so E = 7.40 MV/cm. The field history, beside the long-time formula B/ln(t/τ), is:

t = 10⁻⁶ s: 9.998 MV/cm; formula 12.61
t = 10⁻⁴ s: 9.815 MV/cm; formula 10.21
t = 10⁻² s: 8.578 MV/cm; formula 8.583
t = 1 s: 7.401 MV/cm; formula 7.401

Before t₀ the long-time formula exceeds even the starting field, so it has no meaning there. Well after t₀, 1/E rises by 0.0093 cm/MV per decade. A start at 9 MV/cm, with all else fixed, also ends at 7.40 MV/cm after 1 s: the initial difference has been forgotten.

The oxide voltage falls by 2.08 V. Eliminating V_FG from the charge equation gives

Q = C_c(V_off − V_CG) − C_T d E.

With C_T = 107.9 aF, the net charge goes from −1347 to +54 elementary charges, a loss of 1401 electrons. The charge passes zero because the negative control gate maintains the field. To restore a given floating-gate potential, with other conditions fixed, the control voltage must change by −ΔQ/C_c. The threshold shift is therefore

ΔV_T = −d(E₀ − E)/α = −2.08/0.6 = −3.47 V.

One electron changes the exponent by η = 0.0084 at 1 s. Replacing the sum by the integral thus costs less than about 1% in time. The random spread is √(η/2) ≈ 6.5% of the time to reach this field. It corresponds to 0.065 in B/E = 33.4, or about 0.2% of the field.

The triangular regime ends at 3.94 MV/cm, which the law would reach after 6×10¹² s. At half that field the trapezoidal barrier transmits 10¹⁹ times more than the Fowler-Nordheim exponential. The long exit time is an extrapolation of the ideal model and does not predict a cell's life.

**Neglected effects and real cells**

Suppose the true current is the Fowler-Nordheim current times a slowly varying factor g(u). Integrating exp(Bu)/g by parts gives, to leading order, t ≈ τ exp(Bu)/g, hence

Bu ≈ ln(t/τ) + ln g,  du/d ln t ≈ 1/(B − d ln g/du).

A constant factor shifts the line, while a factor that grows as the field falls makes it steeper. For example, if parallel momentum is conserved with the lighter oxide mass, energy φ + w becomes φ + w + ε_p(m₀/m_ox − 1), where ε_p is the parallel energy in the cathode. Let W = w − ε_p ≥ 0 be the depth of the total energy below the Fermi level. The linearized exponential is then exp[−c(W + ε_p m₀/m_ox)], and integrating it over W and ε_p gives m_ox/(m₀c²) in place of 1/c². This multiplies A by m_ox/m₀ = 0.42. Since ln 0.42 = −0.87, B/E at 1 s falls from 33.44 to 32.57, and the field becomes 7.60 MV/cm. This factor belongs to the free-electron cathode. In silicon each contributing valley brings its own parallel mass in place of m₀, which cancels and leaves m_ox/m₀ per valley, provided the occupied band is deep compared with m_ox/(m_t c), where m_t is the valley's parallel mass. Two such valleys, as on a (100) face, would then give 0.84 and 7.44 MV/cm. With m_t = 0.19 m₀ that depth is 0.14 to 0.19 eV, so a silicon gate does not meet the condition well: an occupied depth of 0.3 eV gives about 0.66 and 7.50 MV/cm, and 0.1 eV gives about 0.23 and 7.76 MV/cm. A polycrystalline gate also presents no single face.

Other effects were put into the current and the discharge integrated again from 10 MV/cm. The fields at 1 s are:

thermal emission at 300 K: 7.34 MV/cm
thermal emission at 400 K: 7.29 MV/cm
image force: 6.87 MV/cm
cathode accumulation layer: 6.46 MV/cm
all together at 300 K, with parallel momentum: 6.09 MV/cm

The image-force case uses an optical permittivity of 2.1 and the cathode's image alone. It treats the cathode as a perfect conductor, which overstates the effect for a silicon gate. The accumulation case reads 3.15 eV as the barrier from the conduction-band edge at the surface. A rough one-subband estimate then puts the Fermi level 0.38 eV above that edge at the start and 0.30 eV at 1 s, which lowers the barrier. The current is still computed with a free-electron supply up to this Fermi level, whereas electrons bound in the subbands tunnel from the subband energies. The estimate also ignores the doping of the gate and the self-consistent shape of the well. A self-consistent layer at 300 K with 2×10¹⁹ to 10²⁰ donors per cm³ puts the Fermi level 0.07 to 0.15 eV higher, with a similar drift. Tunnelling from its subbands gives about 5.9 to 6.3 MV/cm at 1 s, so 6.46 MV/cm is only a rough figure. Accumulation is nevertheless the largest single effect here. If φ is instead an effective barrier fitted to measured current, part of this shift is already contained in it. With these effects combined, the field at 1 s is 18% below the simple result, but the slope over the last decade is only 6% above ln 10/B. Taken together, the added effects change the field more than they change the slope of 1/E. Thermal emission alone does the reverse: at 300 K it lowers the field by 0.8% and steepens the slope by about 2%. The 6% also rests on the rough accumulation estimate. In a heavily doped gate part of the barrier lowering does not vary with field, and the self-consistent layer above steepens the slope by 9 to 16%. The WKB prefactor is kept at one throughout. A constant value of 2 or 1/2 would move B/E by 0.7, or about 2% of the field.

The 0.08 eV drift of the Fermi level is a change of band bending in the gate. It is about 4% of the change in oxide voltage and indicates the gate's share of the error in a constant offset; the share of the silicon is not estimated here. The drift enters K weighted by α and raises it by about 2.4%, which moves the field at 1 s by less than 0.1%. It adds directly to the threshold shift, which becomes about −3.54 V.

These parameters are roughly those of a flash-type cell with a silicon dioxide tunnel oxide, and a threshold shift of a few volts within a second is of the right size for erasure. The starting field is high, near the rough breakdown field of such oxides. Real cells also break the assumption that there is no other leakage path: repeated stress creates traps that carry extra current at low field. That current is not modelled, so its effect on these numbers is not sized.

Nor does the result describe storage with the control gate grounded. Setting V_CG = 0 in the equation for Q, with V_off unchanged, gives Ed = αV_off − Q/C_T. The initial charge has Q/C_T = −2.0 V, so Ed = −0.6 + 2.0 = 1.4 V. This is below the 3.15 V needed for a triangular barrier, and retention must be treated with a different leakage law. The numerical output gives the remaining decades and intermediate values.

Values computed for the example and the checks

```
barrier 3.15 eV, oxide mass 0.42 m0, eps_r 3.9
oxide 8 nm, side 100 nm, alpha 0.6
control gate -11.0 V, offset -1.0 V
A = 1.1651e-06 A/V^2
B = 247.50 MV/cm
C_T d/S = 8.6328e-11 F/m
C_T = 107.91 aF, C_c = 64.75 aF
tau = 2.9938e-15 s
B/E0 = 24.750, t0 = 1.6781e-04 s
slope of 1/E = 0.009304 cm/MV per decade
t (s), E (MV/cm), 1/E (cm/MV), long-time E (MV/cm):
  1e-06  9.9976  0.10002  12.6101
  1e-05  9.9767  0.10023  11.2861
  1e-04  9.8146  0.10189  10.2136
  1e-03  9.2731  0.10784  9.3273
  1e-02  8.5776  0.11658  8.5826
  1e-01  7.9475  0.12583  7.9479
  1e+00  7.4007  0.13512  7.4007
last-decade slope / (ln10/B) = 0.99934
slope at t0 / final slope = 0.49999
remainder in B/E at 1 s = 1.6780e-04; t0/t = 1.6781e-04
start at 9 MV/cm: E(1 s) = 7.4001 MV/cm
time to 7 MV/cm = 6.7820 s
floating gate: -9.000 V at start, -6.921 V at 1 s
net charge / e: -1347 at start, 54 at 1 s
electrons removed in 1 s = 1401
threshold shift = -3.466 V
J at start = 2.079e-03 A/cm^2
J at 1 s = 1.910e-07 A/cm^2
injected charge = 2.244 uC/cm^2
triangular barrier ends at 3.9375 MV/cm
time to that field by FN law = 5.947e+12 s
at 1.969 MV/cm log10(T_trapezoid/T_FN) = 19.30
full supply / FN current at 10 MV/cm = 0.9624
parallel-momentum factor = 0.4201
Neglected effect: E(1 s) in MV/cm, slope / (ln10/B):
  full supply integral, 1 K: 7.407, 1.000
  thermal emission, 300 K: 7.344, 1.018
  thermal emission, 400 K: 7.288, 1.036
  image force, 1 K: 6.871, 1.011
  parallel momentum kept: 7.598, 0.998
  accumulation layer, 1 K: 6.461, 1.032
  all together, 300 K: 6.094, 1.063
Fermi rise in accumulation: 0.381 eV at start, 0.301 eV at 1 s
oxide voltage change = 2.079 V
exponent step per electron at 1 s = 0.0084
control dielectric field at 1 s = 2.914 MV/cm
control / tunnel FN current at 1 s = 1.8e-23
```
